# Choosing Monte Carlo moves for film thickness with uncertain calibration

## One reading, many thicknesses

A transparent film of index \(n\) and thickness \(d\) reflects light of wavelength \(\lambda\) at normal incidence. Take one noise-free reading from a perfectly calibrated instrument. Thickness enters the reflectance only through the round-trip phase

\[
\phi=\frac{4\pi n d}{\lambda}.
\]

Adding \(D=\lambda/(2n)\) to \(d\) adds \(2\pi\) to \(\phi\) and leaves the reading unchanged. With \(n=2\) and \(\lambda=600\) nm, films of 860, 1010 and 1160 nm are indistinguishable. Films of 940 and 1090 nm give the same reading too, because the reflectance depends only on \(\cos\phi\), but in the example below the slope of the reflectance across a band of wavelengths rules them out.

Now let a random walk explore these thicknesses in steps of a few nanometres. Slight noise turns each allowed thickness into a narrow peak of probability, with almost nothing between peaks. The walk explores one peak thoroughly and reports a precise thickness, but never learns of the others. Running it longer helps little; it needs a different move.

The trial move is a setting of any Metropolis sampler. Quantum Monte Carlo programs offer it for walks through electron coordinates, where the sampled density is \(|\Psi|^2\). Here the density is the posterior probability of a film and its calibration, but the acceptance rule and the error analysis are the same.

## The density to be sampled

Let \(r_1\) and \(r_2\) be the amplitude reflection coefficients at the air–film and film–substrate interfaces, both real. Light reflected at the top adds to light that has made one or more round trips. The two top-surface transmissions multiply to \(1-r_1^2\), and internal reflection at the top has coefficient \(-r_1\), so

\[
r=r_1+(1-r_1^2)r_2e^{i\phi}\sum_{m=0}^{\infty}(-r_1r_2e^{i\phi})^m
=\frac{r_1+r_2e^{i\phi}}{1+r_1r_2e^{i\phi}} .
\]

The last form follows by summing the geometric series and putting \(r_1\) over the common denominator, where the terms in \(r_1^2r_2\) cancel. Its squared modulus is

\[
R=\frac{r_1^2+r_2^2+2r_1r_2\cos\phi}{1+r_1^2r_2^2+2r_1r_2\cos\phi}.
\]

This assumes smooth interfaces, a known, real index without dispersion, and no light returning from the back of the substrate. A transparent substrate with a bare, polished back would add about 0.03 to the reflectance here, ten times the width of the offset prior used below, so such light must be suppressed or included in the model. The formula was tested against the characteristic matrix of the layer.

The instrument has gain \(g\), offset \(b\) and wavelength shift \(s\). Channel \(i\) reads

\[
y_i=f_i(\theta)+\text{noise},\qquad f_i=gR(d,\lambda_i+s)+b,\qquad \theta=(d,g,b,s),
\]

with independent Gaussian noise of standard deviation \(\sigma\). With independent Gaussian priors of means \(\mu_j\) and widths \(\sigma_j\), Bayes' rule gives

\[
\ln p(\theta)=-\frac12\sum_i\frac{(y_i-f_i)^2}{\sigma^2}-\frac12\sum_j\frac{(\theta_j-\mu_j)^2}{\sigma_j^2}+\text{const}.
\]

The example uses round model parameters: film index 2.0, substrate index 1.5, eleven channels from 590 to 610 nm, and \(\sigma=0.01\) in reflectance. The prior for \(d\) is \(1030\pm150\) nm. The calibration priors are \(g=1\pm0.02\), \(b=0\pm0.003\) and \(s=0\pm0.5\) nm. The simulated film is 1010 nm thick.

## When are fringe jumps needed?

A band of wavelengths weakens the ambiguity. Let \(\lambda_c\) be its centre and change \(d\) by \(D=\lambda_c/(2n)\). The phase changes by

\[
\Delta\phi=2\pi\frac{\lambda_c}{\lambda}=2\pi-2\pi\frac{\lambda-\lambda_c}{\lambda}.
\]

The first term has no effect. The second is a phase error, \(\varepsilon\simeq-2\pi(\lambda-\lambda_c)/\lambda_c\) in a narrow band. To first order the signal changes by \(gR'(\phi)\varepsilon\), so the misfit between neighbouring orders, before other parameters readjust, is

\[
X=\sum_i\left[\frac{gR'(\phi_i)\varepsilon_i}{\sigma}\right]^2 .
\]

To find \(R'\), write \(c=2r_1r_2\cos\phi\) and \(R=(A+c)/(B+c)\). Then \(dR/dc=(B-A)/(B+c)^2\), with \(B-A=1+r_1^2r_2^2-r_1^2-r_2^2=(1-r_1^2)(1-r_2^2)\). Multiplying by \(dc/d\phi\) gives

\[
R'(\phi)=-\frac{2r_1r_2(1-r_1^2)(1-r_2^2)\sin\phi}{(1+r_1^2r_2^2+2r_1r_2\cos\phi)^2}.
\]

The formula gives \(X=2.29\); direct subtraction of the two model signals gives 2.19. A misfit \(X\) costs a factor \(e^{-X/2}\), here about one third, so neighbouring orders must be expected to survive.

For \(M\) evenly spread channels in a band of half-width \(w\), with roughly constant slope, the mean of \((\lambda-\lambda_c)^2\) is proportional to \(w^2\): about \(w^2/3\) for many channels and \(0.4w^2\) for the eleven used here. Hence \(X\propto Mw^2/\sigma^2\). Raising \(X\) from 2.2 to 20 at fixed \(M\) and \(\sigma\) would, by this scaling, take a band about \(\sqrt{20/2.2}\approx3\) times wider. That is too optimistic here, because the slope varies over so wide a band: direct subtraction gives only about 8 and 5 for the two neighbours at three times the width, and about 35 and 25 at four times. Calibration can also absorb part of the misfit. For a wide band, compute \(X\) by direct subtraction.

**Guidance.** Evaluate \(X\) first. If \(e^{-X/2}\) is not negligible for the purpose, include fringe jumps. A large \(X\) alone does not make them unnecessary: when the calibration priors are loose compared with the noise, gain and offset can absorb most of the misfit. Then refit all parameters near each neighbouring order, and omit jumps only if the refitted misfit, including the cost of the priors, is also large. Noise and the thickness prior shift the balance too, so a borderline value calls for jumps.

Testing only the neighbours suits a single narrow band whose slope rules out the mirror thicknesses, such as the 940 and 1090 nm of the first section. In a much narrower band these can survive as well, and jumps of \(D\) do not reach them. With widely separated wavelengths, a more distant order may fit although the neighbours do not; the last section gives an example. Check those orders too, and if one survives, add jumps of that multiple of \(D\), equally likely in both directions.

## What a Gaussian approximation supplies

Near peak \(k\), at \(\theta_k\), the gradient of \(\ln p\) vanishes. With \(H_k\) the matrix of second derivatives of \(-\ln p\), expansion to second order gives

\[
p(\theta)\simeq p(\theta_k)\exp\left[-\tfrac12(\theta-\theta_k)^TH_k(\theta-\theta_k)\right].
\]

This is a Gaussian with covariance \(\Sigma_k=H_k^{-1}\). Its integral over four parameters is \((2\pi)^2p(\theta_k)\sqrt{\det\Sigma_k}\), so the peak's weight is proportional to \(p(\theta_k)\sqrt{\det\Sigma_k}\).

The thickness width depends on what is held fixed. Let \(\nu\) denote the three calibration parameters. For displacements \(x\) in thickness and \(u\) in calibration, the quadratic form in the exponent is \(H_{dd}x^2+2xH_{d\nu}u+u^TH_{\nu\nu}u\). With \(u_0=-H_{\nu\nu}^{-1}H_{\nu d}x\), completing the square turns it into \((u-u_0)^TH_{\nu\nu}(u-u_0)+(H_{dd}-H_{d\nu}H_{\nu\nu}^{-1}H_{\nu d})x^2\). Integrating over \(u\) gives a factor independent of \(x\), so the variance of thickness with calibration free obeys

\[
\frac1{\Sigma_{dd}}=H_{dd}-H_{d\nu}H_{\nu\nu}^{-1}H_{\nu d}.
\]

The subtracted term cannot be negative, so free calibration cannot narrow the thickness distribution in this approximation. At the highest peak the width is 0.96 nm with calibration fixed and 1.75 nm with it free. The variance ratio is \(0.96^2/1.75^2=0.30\): about 70% of the variance within the peak comes from calibration uncertainty.

An independent reference comes from integrating \(g\) and \(b\) analytically. For fixed \(d\) and \(s\), with \(\mathbf R\) the vector of channel reflectances and \(\mathbf 1\) a vector of ones, the readings are

\[
\mathbf y=\mu_g\mathbf R+\mu_b\mathbf 1+\delta g\,\mathbf R+\delta b\,\mathbf 1+\text{noise}.
\]

The last three terms are independent and Gaussian, so their covariances add:

\[
C=\sigma^2I+\sigma_g^2\mathbf R\mathbf R^T+\sigma_b^2\mathbf 1\mathbf 1^T.
\]

The remaining integration over \(d\) and \(s\) is done on a grid. The table lists the resulting weights of the fringe orders, counted from the highest peak, beside those from the Metropolis chains described below:

| Order | Peak (nm) | Grid weight | Chain weight |
|---|---:|---:|---:|
| −1 | 861.1 | 0.078 | 0.079 |
| 0 | 1010.4 | 0.649 | 0.649 |
| +1 | 1159.5 | 0.264 | 0.264 |
| +2 | 1308.4 | 0.009 | 0.008 |

The sum of Gaussians reproduces the grid weights to the digits shown. The approximation works well peak by peak; the error lies in keeping one peak.

The unequal neighbours can be traced. The thickness prior contributes \(-0.36\) to the log weight of order \(+1\) relative to order 0, and \(-0.63\) for order \(-1\). The full log ratios are \(\ln(0.2644/0.6486)=-0.90\) and \(\ln(0.0779/0.6486)=-2.12\). Removing the prior leaves \(-0.53\) and \(-1.49\). Their mean, \(-1.01\), corresponds to a misfit of 2.0, close to \(X\). The remaining \(\pm0.48\) is the part odd in the order change. Noise contributes to it, because its product with the signal change nearly reverses sign with the jump. Noise is not the only source: even noise-free readings favour the two neighbours unequally.

## Setting the moves

From \(\theta\), propose \(\theta'\) with probability density \(q(\theta\to\theta')\), symmetric under exchange of its arguments, and accept with probability \(\min[1,p(\theta')/p(\theta)]\). The flow from \(\theta\) to \(\theta'\) is

\[
p(\theta)q(\theta\to\theta')\min\left[1,\frac{p(\theta')}{p(\theta)}\right]
=q(\theta\to\theta')\min[p(\theta),p(\theta')].
\]

The right side is symmetric, so forward and reverse flows balance and \(p\) is stationary. Two symmetric moves are mixed with fixed probabilities:

- With probability \(1-Q\), a local Gaussian step with covariance \((2.38^2/4)\Sigma_0\) in all four parameters. The factor is a customary starting value, not derived here; the measured acceptance is 0.30.
- With probability \(Q\), a jump of \(+D\) or \(-D\) in thickness, equally likely.

If \(+D\) and \(-D\) had unequal probabilities, the simple acceptance ratio would be wrong.

The jump acceptance has a ceiling. In equilibrium, neighbouring peaks of weights \(W_k\) and \(W_{k+1}\) exchange accepted jumps in both directions, each direction being proposed half the time. Since the integral of the smaller of two densities cannot exceed the smaller of their integrals, the acceptance is at most

\[
\sum_k\min(W_k,W_{k+1})\approx0.264+0.078+0.009=0.351 .
\]

The measured value is 0.339. The jump length is therefore well chosen, although the peaks are about 149 nm apart and the jump is 150 nm. A value far below the ceiling would indicate jumps that miss the neighbouring peak.

How large should \(Q\) be? Consider two peaks of identical shape, exactly \(D\) apart, with weight ratio \(\rho\le1\). The chain leaves the larger peak with probability \(\alpha=Q\rho/2\) per step and the smaller with \(\beta=Q/2\). The deviation of the occupation from equilibrium is multiplied by \(1-\alpha-\beta\) each step, so the correlation at lag \(t\) is \((1-\alpha-\beta)^t\). Define the autocorrelation time, in steps, as \(\tau=1+2\sum_{t\ge1}C_t\), where \(C_t\) is the correlation at lag \(t\). Summing the series gives

\[
\tau_{\rm hop}=\frac{2-\alpha-\beta}{\alpha+\beta}=\frac{4}{Q(1+\rho)}-1 .
\]

It diverges as \(Q\to0\). Jumps also take steps away from local exploration. If local correlations decay as \(a^t\), then \(\tau_0+1=2/(1-a)\). Making only a fraction \(1-Q\) of the steps local replaces \(1-a\) by \((1-Q)(1-a)\), hence

\[
\tau_{\rm local}=\frac{\tau_0+1}{1-Q}-1 .
\]

With the measured \(\tau_0=13\) and \(\rho=0.41\), the two times are equal, near 16 steps, at \(Q\approx0.17\). At \(Q=0.1\) or \(Q=0.5\) the slower one is about 27. Within this model the choice is forgiving between those values, and both extremes, \(Q\to0\) and \(Q\to1\), fail. With more than two peaks, passage between the outer ones takes longer, so the thickness itself has a longer \(\tau\) at small \(Q\) than the model gives: about 40 steps at \(Q=0.1\). The run used \(Q=0.3\), for which the model gives \(\tau_{\rm hop}\approx8.5\); the measured time for occupation of the main peak is 9.3.

## Setting the length

For \(N\) successive values of a quantity with variance \(V\), the variance of their mean is

\[
\frac{V}{N}\left[1+2\sum_{t=1}^{N-1}\left(1-\frac tN\right)C_t\right]\simeq\frac{V\tau}{N},
\]

because \(N-t\) pairs have lag \(t\), and \(t/N\) is negligible where \(C_t\) matters if \(N\gg\tau\). The noisy tail of the sum is cut at the first lag that reaches six times the running estimate of \(\tau\).

The run kept 6000 steps from each of 200 chains after discarding 1000. Thickness has \(\tau=15.3\), so \(1.2\times10^6\) values are worth about 79,000 independent draws. With posterior standard deviation 86.5 nm, the error of the mean is \(86.5/\sqrt{79000}\approx0.31\) nm. The chain mean, 1040.4 nm, differs from the grid mean, 1040.7 nm, by little more than this. An error of 1 nm would need about \(15.3\times86.5^2\approx1.1\times10^5\) kept steps in total.

A rare peak has a larger relative error. For order \(+2\), borrowing \(\tau=15.3\) gives an error of about 0.0003 in a weight of about 0.009. Chain and grid differ by 0.0008, between two and three times that error, which is uncommon but possible by chance. From this run the weight should be quoted as about 0.01.

## Checks that can and cannot find missing peaks

With local moves alone, chains started in orders \(-1\), 0 and \(+1\) all stayed there for 3000 steps. Inside each chain \(\tau\) was 13, which looks healthy. A short autocorrelation time describes the region visited, not the region missed.

Comparing chains exposes the fault. With \(B\) the variance of the chain means and \(W\) the mean variance within chains,

\[
\hat R=\sqrt{\frac{N-1}{N}+\frac BW}.
\]

For chains shared equally among three peaks 149 nm apart, \(B\approx\tfrac23(149)^2\) and \(W\approx1.75^2\), giving \(\hat R\approx70\); the run gives 69.3. With jumps it is 1.001. The check depends on the starts: if all chains begin in one peak and stay there, \(B\) is small and \(\hat R\) is near one.

Predictive residuals answer another question: can the model produce these readings? For each sampled \(\theta\), compute

\[
T=\sum_i\frac{[y_i-f_i(\theta)]^2}{\sigma^2}.
\]

For replicated readings drawn at that \(\theta\), \(T\) is a sum of eleven squared standard normal variables, hence chi-square with eleven degrees of freedom. The predictive \(p\) is the probability that replicated \(T\) reaches the observed one, averaged over the posterior. It is 0.85 here, so there is no sign of misfit. Because the same readings also shaped the posterior, \(p\) should not be read as an ordinary significance level.

The check does respond to a real fault. Adding 0.08 to the 600 nm reading lowers \(p\) to about \(10^{-6}\) and gives that channel a residual of 5.9 predictive standard deviations. It does not reveal missing orders: in-band predictions from the full chain and from the single Gaussian differ by at most 0.0011, a tenth of the noise.

## What to report, and what to measure next

The single Gaussian gives a nominal 95% interval from 1007.0 to 1013.8 nm. It holds 62% of the posterior probability, as expected from \(0.95\times0.649\). A Gaussian with the full posterior mean and variance fails differently: it puts 73% of its probability more than 20 nm from any peak, where the posterior has practically none. Report the peaks, their weights and their widths. These widths assume an exactly known index. Because the phase contains the product \(nd\), an index error of 1% shifts a thickness near 1000 nm by roughly 10 nm, several times the width of a peak.

A reading at a distant wavelength can remove the ambiguity. At 450 nm the main peak predicts 0.041, while the other listed orders predict at least 0.158. The simulated reading, 0.051, lies one noise unit from the first and more than ten from the others. The true order's weight rises to 0.99993. Such clarity depends on the film. Orders −1, +1 and +2 predict signals within 0.023 of one another, so a film in one of them would be identified less surely. Compare the predictions of all surviving orders before choosing the wavelength.

The result also relies on the assumed absence of dispersion; a real film needs its index at both wavelengths. An index 3% higher at 450 nm would change the phase there by about 1.7 rad, close to the \(2\pi/3\) that separates neighbouring orders. If ignored, it could select a wrong order with apparent certainty.

With the extra reading, the standard deviation of thickness is 4.1 nm, larger than the earlier width of one peak. A jump \(D\) changes the phase at 450 nm by \(2\pi\times600/450=8\pi/3\), so three jumps give \(8\pi\), and the new reading cannot exclude a film three orders away. If the remaining probability, \(6.7\times10^{-5}\), sits about 447 nm away, it adds \(6.7\times10^{-5}\times447^2\approx13\) nm² to a peak variance of about 3 nm², which accounts for the 4.1 nm. Even here a standard deviation describes the result poorly, and a peak width with its weight describes it well. The full values are in the numerical output.

## Table of computed values

```
indices film, substrate: 2.0, 1.5; noise (reflectance): 0.01
prior means d(nm), g, b, s(nm): 1030.0 1.0 0.0 0.0
prior sds   d(nm), g, b, s(nm): 150.0 0.02 0.003 0.5
true values d(nm), g, b, s(nm): 1010.0 1.01 -0.002 0.3
interface amplitudes r1, r2: -0.33333, 0.14286
fringe spacing in thickness: 150.0 nm
one-order misfit, formula and direct: 2.293, 2.193
wavelength(nm) | reading | chain prediction | z chain | z Gaussian
590 | 0.0815 | 0.0791 | 0.22 | 0.13
592 | 0.0961 | 0.0906 | 0.50 | 0.44
594 | 0.1024 | 0.1027 | -0.03 | -0.09
596 | 0.1083 | 0.1150 | -0.63 | -0.66
598 | 0.1247 | 0.1273 | -0.24 | -0.25
600 | 0.1310 | 0.1392 | -0.78 | -0.76
602 | 0.1525 | 0.1506 | 0.18 | 0.23
604 | 0.1757 | 0.1612 | 1.36 | 1.45
606 | 0.1668 | 0.1709 | -0.39 | -0.33
608 | 0.1739 | 0.1796 | -0.53 | -0.47
610 | 0.1924 | 0.1871 | 0.49 | 0.57
order | peak d(nm) | weight grid | chain | Gaussian sum | signal at 450 nm
-2 | 711.59 | 0.0003 | 0.0003 | 0.0003 | 0.1707
-1 | 861.09 | 0.0779 | 0.0787 | 0.0779 | 0.1779
+0 | 1010.41 | 0.6486 | 0.6487 | 0.6486 | 0.0410
+1 | 1159.52 | 0.2644 | 0.2642 | 0.2644 | 0.1579
+2 | 1308.41 | 0.0088 | 0.0080 | 0.0088 | 0.1805
highest peak d(nm), g, b, s(nm): 1010.40730 1.00249 0.00023 -0.00059
d sd, calibration fixed at peak: 0.960 nm
d sd in main peak, Gaussian, grid, chain: 1.750, 1.755, 1.751 nm
main-peak correlation of d with g, b, s: 0.430 0.514 0.481
full posterior mean d, grid and chain: 1040.72, 1040.35 nm
full posterior sd d, grid and chain: 86.67, 86.54 nm
chains, burn-in steps, kept steps: 200, 1000, 6000
jump probability: 0.3; acceptance local, jump: 0.301, 0.339
tau of d and of main-peak indicator: 15.3, 9.3 steps
effective draws for d: 78606
Monte Carlo error of mean d: 0.309 nm; of main weight: 0.00133
observed/predicted variance of chain means: 1.055
R-hat with jumps: 1.0013; local moves only: 69.3
tau within chains, local moves only: 13.0 steps
mean discrepancy: 6.16 for 11 channels
predictive p, simulated and chi-square: 0.8485, 0.8473
largest in-band prediction difference, chain-Gaussian: 0.00106
fault 0.08 at 600 nm: predictive p 1.08e-06, z 5.88
single-Gaussian 95% interval: 1006.98 to 1013.84 nm
probability it holds, grid and chain: 0.6151, 0.6163
mass over 20 nm from peaks, true and matched Gaussian: 3.6e-08, 0.732
extra reading at 450 nm: 0.0512
true-order weight after extra reading: 0.999933
thickness after extra reading: 1010.57 +/- 4.06 nm
```
